# Third-moment sum rule and high-frequency local field of the electron gas: a numerical check

```python
# Third-frequency-moment sum rule of the electron gas (Hartree atomic units).
#   M_l = (2/V) sum_n w_n^l |<n|rho_q^+|0>|^2 ,  M1 = n q^2
#   M3 = n q^2 (wq^2 + 4 wq t) + (n/V) sum_{k!=0} (q.k)^2 v(k) [S(k+q)-S(k)],  S(0)=N
#      = n q^2 {wq^2 + 4 wq t + wp^2 [1-I(q)]}  for v = 4 pi/k^2 in the bulk limit
#   I(q) = -(3/4) int dy y^2 [S(y)-1] K(x,y) = 2 int dr [1-g(r)] j2(qr)/r,  x=q/kF
#   G(q,inf) = I(q) - 2 q^2 (t-t0)/wp^2,  chi = chi0/[1 - v(1-G)chi0]
# wq=q^2/2, t kinetic energy per electron, S structure factor, g pair distribution,
# u_xc interaction energy per electron, t_c = t - t0, wp^2 = 4 pi n.
import itertools
import numpy as np
import mpmath as mp
from numpy.polynomial.legendre import leggauss
from scipy.linalg import eigh
from scipy.sparse.linalg import eigsh
from scipy.signal import fftconvolve
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn
from scipy.constants import physical_constants
from pyscf.dft import libxc
pi = np.pi
EV = physical_constants['Hartree energy in eV'][0]

# ---------- two opposite-spin electrons in a periodic cube ----------
def vk(k2, a):
    s = np.where(k2 > 0, k2, 1.0)
    return np.where(k2 > 0, 4*pi/s*np.exp(-a*s), 0.0)

def sector(R, qi, L, a):
    r = np.arange(-R, R+1)
    B = np.array(np.meshgrid(r, r, r, indexing='ij')).reshape(3, -1).T
    B = B[((B**2).sum(1) <= R*R) & (((B-qi)**2).sum(1) <= R*R)]
    g = 2*pi/L
    Bf = B.astype(float)
    n2 = (Bf**2).sum(1)
    H = vk(g*g*(n2[:, None]+n2[None, :]-2*Bf@Bf.T), a)/L**3
    H[np.diag_indices_from(H)] = g*g*(n2+((Bf-qi)**2).sum(1))/2
    return B, H

def ground(R, L, a):
    B, H = sector(R, np.zeros(3, int), L, a)
    n2 = (B**2).sum(1)
    e, c = eigsh(H, k=1, which='SA', v0=np.exp(-0.5*n2))
    return e[0], B, c[:, 0], (c[:, 0]**2 @ n2)*(2*pi/L)**2/2

def box(R, qi, L, a, full):
    qi = np.array(qi); g = 2*pi/L; V = L**3; n = 2/V
    E0, B0, c, t = ground(R, L, a)
    P = R+3
    cube = np.zeros((2*P+1,)*3); cube[tuple((B0+P).T)] = c
    B, H = sector(R, qi, L, a)
    phi = cube[tuple((B+P).T)]+cube[tuple((B-qi+P).T)]
    w = wt = None
    if full:
        e, U = eigh(H); w = e-E0; wt = (U.T@phi)**2
        M1, M3 = 2/V*wt@w, 2/V*wt@w**3
    else:
        f1 = H@phi-E0*phi
        M1, M3 = 2/V*phi@f1, 2/V*f1@(H@f1-E0*f1)
    h = fftconvolve(cube, cube[::-1, ::-1, ::-1])          # S(k)-1
    r = np.arange(-2*P, 2*P+1)
    kx, ky, kz = np.meshgrid(r, r, r, indexing='ij')
    qk = g*g*(qi[0]*kx+qi[1]*ky+qi[2]*kz)
    dh = np.roll(h, tuple(-qi), axis=(0, 1, 2))-h
    MU = n/V*np.sum(qk**2*vk(g*g*(kx**2+ky**2+kz**2), a)*dh)
    q2 = g*g*(qi@qi)
    return dict(M1=M1, M3=M3, free=n*q2**3/4, kin=2*n*q2**2*t, pot=MU, q2=q2, n=n,
                V=V, w=w, wt=wt, formula=n*q2**3/4+2*n*q2**2*t+MU)

L = 40.0; g = 2*pi/L; asc = 0.5/g**2
print(f"box: N=2, L={L:.1f} bohr, erf(mu r)/r with mu={0.5/np.sqrt(asc):.5f} 1/bohr")
for qi in [(2, 1, 0), (1, 0, 0)]:
    b = box(7, qi, L, asc, True)
    assert abs(b['M1']/(b['n']*b['q2'])-1) < 1e-8
    assert abs(b['M3']/b['formula']-1) < 1e-6
    assert b['kin'] > 0.02*b['M3']
    s = b['n']*b['q2']
    print(f" q={qi}: M3/M1 spectrum {b['M3']/s:.6e}, formula {b['formula']/s:.6e} Ha^2")
    print(f"   parts free {b['free']/s:.4e} kin {b['kin']/s:.4e} pot {b['pot']/s:.4e} Ha^2")
assert abs(b['pot']) > 0.05*b['M3']
vq = float(vk(np.array(b['q2']), asc)); wq = b['q2']/2
def G_box(u):
    chi = -2/b['V']*np.sum(b['wt']*b['w']/(u*u+b['w']**2))
    chi0 = -2*b['n']*wq/(u*u+wq*wq)
    return 1-(1/chi0-1/chi)/vq
G_spec = (4*G_box(400*g*g)-G_box(200*g*g))/3
G_form = 1-(b['kin']+b['pot'])/(vq*(b['n']*b['q2'])**2)
assert abs(G_spec-G_form) < 1e-5
print(f" q=(1,0,0): G(iu->inf) spectrum {G_spec:.6f}, formula {G_form:.6f}")
err = {}
for R in (4, 8):
    c_ = box(R, (1, 0, 0), L, 0.0, False)
    err[R] = abs(c_['M3']/c_['formula']-1)
    print(f" bare Coulomb, cutoff {R}: relative M3 mismatch {err[R]:.2e}")
assert err[8] < 1e-2 and err[8] < 0.5*err[4]     # power-law basis convergence
dL = 0.01
vir = -((L+dL)*ground(4, L+dL, 0.0)[0]-(L-dL)*ground(4, L-dL, 0.0)[0])/(2*dL)
Ttot = 2*ground(4, L, 0.0)[3]
assert abs(vir/Ttot-1) < 1e-5
print(f" virial: -d(LE)/dL {vir:.6e} Ha, <T> {Ttot:.6e} Ha")

# ---------- three spinless fermions on a ring of length 2 pi ----------
M = 12
vring = lambda k: np.where(k != 0, 0.6*np.exp(-k*k/4.0), 0.0)    # v(k)/length
def ring(Q):
    B = np.array([(a, c, Q-a-c) for a in range(-M, M+1) for c in range(-M, M+1)
                  if abs(Q-a-c) <= M])
    d = B[:, None, :]-B[None, :, :]
    H = (d[..., 2] == 0)*vring(d[..., 0])+(d[..., 1] == 0)*vring(d[..., 0]) \
        + (d[..., 0] == 0)*vring(d[..., 1])
    return B, H+np.diag((B**2).sum(1)/2.0)
B0, H0 = ring(0)
idx = {tuple(s): i for i, s in enumerate(B0)}
A = np.zeros_like(H0)
for p in itertools.permutations(range(3)):
    sg = round(np.linalg.det(np.eye(3)[list(p)]))
    for i, s in enumerate(B0):
        A[idx[tuple(s[list(p)])], i] += sg/6
e0, U0 = eigh(H0+1e3*(np.eye(len(B0))-A))
psi = U0[:, 0]; off = 4*M
arr = np.zeros((2*off+1, 2*off+1)); arr[B0[:, 0]+off, B0[:, 1]+off] = psi
pair = lambda k: 6*np.sum(np.roll(arr, (-k, k), axis=(0, 1))*arr)   # N(S-1)
p2 = psi**2 @ (B0**2).sum(1)
for q in (1, 2):
    B, H = ring(q); e, U = eigh(H)
    a_, b_ = B[:, 0]+off, B[:, 1]+off
    wt = (U.T@(arr[a_-q, b_]+arr[a_, b_-q]+arr[a_, b_]))**2
    spec = 2*wt@(e-e0[0])**3
    pot = sum(q*q*k*k*float(vring(np.array(k)))*(pair(k+q)-pair(k)) for k in range(-14, 15))
    form = 3*q**6/4+3*q**4*p2+pot
    assert abs(spec/form-1) < 1e-7 and abs(pot) > 1e-3*spec
    print(f"ring N=3 q={q}: V*M3 spectrum {spec:.6f}, formula {form:.6f}, pot {pot:.4f} Ha^3")

# ---------- two-pair amplitude at large relative momentum ----------
def amplitude(P, mu, q=1.0):
    a2, b2, D = P*P-P*q*mu+q*q/4, P*P+P*q*mu+q*q/4, P*P-q*q/4
    return 4*pi/a2*(1/D-1/a2)+4*pi/b2*(1/D-1/b2)
mus, wm = leggauss(12)
red = amplitude(1000.0, mus)*1000.0**6/(4*pi)
assert np.max(np.abs(red-(1-4*mus**2))) < 1e-4
print(f"two-pair tail: <(A P^6/4pi q^2)^2> = {0.5*wm@red**2:.5f} (23/15 = {23/15:.5f})")

# ---------- bulk gas ----------
rs = 2.0; n = 3/(4*pi*rs**3); kF = (3*pi*pi*n)**(1/3); wp2 = 4*pi*n
t0 = 0.3*kF**2; N0 = kF/pi**2
mp.mp.dps = 60
z_, w_ = mp.mpf(1)/2, mp.mpf(2000)
Flin = mp.mpf(1)/2+(1-z_**2+w_**2)/(8*z_)*mp.log(((z_+1)**2+w_**2)/((z_-1)**2+w_**2)) \
    - w_/2*(mp.atan((1+z_)/w_)+mp.atan((1-z_)/w_))
c4 = float((1/(3*w_**2)-Flin)*w_**4)*N0*kF**8        # u^-4 coefficient at q=kF
assert abs(c4/(n*kF**2*(kF**4/4+2*kF**2*t0))-1) < 1e-5

def logterm(x, y):
    return 2*np.arctanh(np.minimum(np.minimum(x, y)/np.maximum(x, y), 1-1e-15))
def K(x, y):
    r = np.minimum(x/y, 0.2)
    ser = sum(0.5*(1/(2*m+1)-2/(2*m-1)+1/(2*m-3))*r**(2*m-2) for m in range(2, 16))
    return np.where(x/y < 0.2, ser,
                    5/6-y*y/(2*x*x)+(y*y-x*x)**2/(4*y*x**3)*logterm(x, y))
for x, y in [(1.0, 0.3), (1.0, 1.2), (0.1, 3.0)]:
    d = quad(lambda m: (y*m-x)**2/(x*x+y*y-2*x*y*m)-m*m, -1, 1, epsabs=1e-13)[0]
    assert abs(d-K(x, y)) < 1e-10
hHF = lambda y: np.where(y < 2, 0.75*y-y**3/16-1, 0.0)
def I_HF(x):
    return -0.75*quad(lambda y: float(y*y*hHF(y)*K(x, y)), 0, 2, epsabs=1e-13,
                      limit=300, points=[x] if x < 2 else None)[0]
s12, w12 = leggauss(12)
rr = (np.arange(600)[:, None]*0.5+0.25*(s12+1)).ravel(); wr = np.tile(0.25*w12, 600)
hole = 0.5*(3*spherical_jn(1, rr)/rr)**2               # 1-g, Hartree-Fock
xs = (0.5, 1.0, 2.0, 3.0)
for x in xs:
    assert abs(2*wr@(hole*spherical_jn(2, x*rr)/rr)-I_HF(x)) < 1e-8
ux = -3*kF/(4*pi)
assert abs(I_HF(0.02)/0.02**2/(-4/15*ux*kF**2/wp2)-1) < 1e-3
assert abs(I_HF(50.0)-2/3*0.5) < 1e-3
print(f"HF limits: I/x^2 at x=0.02 {I_HF(0.02)/4e-4:.5f}; I at x=50 {I_HF(50.0):.5f}")

# self-consistent STLS structure factor
def gl(a, c, m):
    s, w = leggauss(m); return (c-a)/2*(s+1)+a, (c-a)/2*w
y1, w1 = gl(0, 2, 120); y2, w2 = gl(2, 6, 60); tt, w3 = gl(0, 1, 60)
y = np.concatenate([y1, y2, 6/tt]); wy = np.concatenate([w1, w2, 6*w3/tt**2])
z = (y/2)[:, None]; ww = (1+z)*np.exp(np.arange(-22, 18.01, 0.4))[None, :]
ana = 0.5+(1-z*z+ww*ww)/(8*z)*np.log(((z+1)**2+ww**2)/((z-1)**2+ww**2)) \
    - ww/2*(np.arctan((1+z)/ww)+np.arctan((1-z)/ww))
s32, w32 = leggauss(32); zs = z[..., None]+s32
num = np.sum(w32*(1-s32**2)*zs/(zs**2+ww[..., None]**2), -1)/(4*z)
chi0 = -N0*np.where((ww > 0.7) | (z > 1.7), num, ana)
du = 0.4*ww*2*z*kF**2
assert np.max(np.abs(-(chi0*du).sum(1)/(pi*n)-1-hHF(y))) < 1e-6
v = 4*pi/(y*kF)**2
kst = lambda x: 1+(x*x-y*y)/(2*x*y)*logterm(x, y)
Kst = -0.75*kst(y[:, None])*wy*y*y
G = np.zeros_like(y)
for it in range(1000):
    f = (v*(1-G))[:, None]*chi0
    h = hHF(y)-(du*chi0*f/(1-f)).sum(1)/(pi*n)
    Gn = Kst@h; res = np.max(np.abs(Gn-G)); G += 0.3*(Gn-G)
    if res < 1e-10:
        break
assert res < 1e-10
j = np.argmin(np.abs(y-0.05))
assert abs((1+h[j])/((y[j]*kF)**2/(2*np.sqrt(wp2)))-1) < 1e-2
I_grid = lambda x, hh: -0.75*np.sum(wy*y*y*hh*K(x, y))
for x in xs:
    assert abs(I_grid(x, hHF(y))-I_HF(x)) < 1e-5
u_stls = kF/pi*wy@h; g0 = 1+1.5*np.sum(wy*y*y*h)

def xc(rho):
    e, vv, ff = libxc.eval_xc('LDA_X,LDA_C_PW', np.array([rho]), spin=0, deriv=2)[:3]
    return float(e[0]), float(np.ravel(vv[0])[0]), float(np.ravel(ff[0])[0])
exc, vxc, f0 = xc(n)
tc = 3*vxc-4*exc; uxc = exc-tc
er = lambda r: r*xc(3/(4*pi*r**3))[0]
assert abs(-(er(rs+1e-4)-er(rs-1e-4))/2e-4-tc) < 1e-7
finf = (2*tc+4*uxc/15)/n
der = lambda p: (xc(n*1.0001)[0]/(n*1.0001)**p-xc(n*0.9999)[0]/(n*0.9999)**p)/(2e-4*n)*n**p
assert abs(-0.8*der(2/3)+6*der(1/3)-finf) < 1e-6
assert abs(u_stls/uxc-1) < 0.03
Ginf = lambda x: I_grid(x, h)-2*(x*kF)**2*tc/wp2

print(f"example rs={rs:.1f} bohr: n={n:.6f} bohr^-3, kF={kF:.5f} 1/bohr")
print(f" wp^2={wp2:.5f} Ha^2, wp={np.sqrt(wp2):.5f} Ha = {np.sqrt(wp2)*EV:.3f} eV")
print(f" PW92+x: eps_xc={exc:.5f}, v_xc={vxc:.5f}, u_x={ux:.5f} Ha")
print(f" t0={t0:.5f}, t_c={tc:.5f}, t={t0+tc:.5f}, u_xc={uxc:.5f} Ha")
print(f" STLS: u_xc={u_stls:.5f} Ha, g(0)={g0:.3f}, (2/3)(1-g(0))={2/3*(1-g0):.3f}")
print(f" small q, PW92: I/x^2={-4/15*uxc*kF**2/wp2:.5f}, kinetic/x^2={2*kF**2*tc/wp2:.5f}")
print(" q/kF  I_HF   I_STLS  2q^2tc/wp^2  G(q,inf)  G_STLS")
for x in xs:
    Gs = -0.75*np.sum(wy*y*y*h*kst(x))
    assert abs(Gs-Ginf(x)) > 0.02
    print(f" {x:.1f}  {I_HF(x):.4f}  {I_grid(x, h):.4f}  {2*(x*kF)**2*tc/wp2:.4f}"
          f"      {Ginf(x):+.4f}  {Gs:.4f}")
print(f" G(q,inf)=0 at q/kF={brentq(Ginf, 0.5, 5.0):.3f}")
wq = kF**2/2
pf, pk, pp = wq**2, 4*wq*(t0+tc), wp2*(1-I_grid(1.0, h))
tot = pf+pk+pp; rpa = pf+4*wq*t0+wp2
print(f" q=kF: wq={wq:.5f} Ha, M1={n*kF**2:.6f} a.u.")
print(f"  wq^2={pf:.5f}, 4 wq t={pk:.5f}, wp^2(1-I)={pp:.5f} Ha^2")
print(f"  M3/M1={tot:.5f} Ha^2, M3={n*kF**2*tot:.6f} a.u., RPA M3/M1={rpa:.5f} Ha^2")
print(f"  sqrt(M3/M1)={np.sqrt(tot):.5f} Ha = {np.sqrt(tot)*EV:.3f} eV")
print(f" f_xc(0,inf)={finf:.5f}, static f_xc={f0:.5f} Ha bohr^3, ratio {finf/f0:.4f}")
print(f" exchange only f(0,inf)={4*ux/(15*n):.5f}, static {-pi/kF**2:.5f} Ha bohr^3")
print("PASS")
```

Printed output:

```
box: N=2, L=40.0 bohr, erf(mu r)/r with mu=0.11107 1/bohr
 q=(2, 1, 0): M3/M1 spectrum 4.172643e-03, formula 4.172643e-03 Ha^2
   parts free 3.8050e-03 kin 3.2261e-04 pot 4.4992e-05 Ha^2
 q=(1, 0, 0): M3/M1 spectrum 3.482687e-04, formula 3.482687e-04 Ha^2
   parts free 1.5220e-04 kin 6.4522e-05 pot 1.3155e-04 Ha^2
 q=(1,0,0): G(iu->inf) spectrum 0.176826, formula 0.176826
 bare Coulomb, cutoff 4: relative M3 mismatch 6.59e-05
 bare Coulomb, cutoff 8: relative M3 mismatch 1.18e-06
 virial: -d(LE)/dL 3.212965e-03 Ha, <T> 3.212965e-03 Ha
ring N=3 q=1: V*M3 spectrum 10.804993, formula 10.804993, pot 3.7494 Ha^3
ring N=3 q=2: V*M3 spectrum 175.803764, formula 175.803764, pot 26.9141 Ha^3
two-pair tail: <(A P^6/4pi q^2)^2> = 1.53333 (23/15 = 1.53333)
HF limits: I/x^2 at x=0.02 0.14995; I at x=50 0.33317
example rs=2.0 bohr: n=0.029842 bohr^-3, kF=0.95958 1/bohr
 wp^2=0.37500 Ha^2, wp=0.61237 Ha = 16.664 eV
 PW92+x: eps_xc=-0.27384, v_xc=-0.35694, u_x=-0.22908 Ha
 t0=0.27624, t_c=0.02456, t=0.30080, u_xc=-0.29840 Ha
 STLS: u_xc=-0.29897 Ha, g(0)=0.099, (2/3)(1-g(0))=0.601
 small q, PW92: I/x^2=0.19539, kinetic/x^2=0.12061
 q/kF  I_HF   I_STLS  2q^2tc/wp^2  G(q,inf)  G_STLS
 0.5  0.0341  0.0463  0.0302      +0.0161  0.1131
 1.0  0.1111  0.1574  0.1206      +0.0368  0.3608
 2.0  0.2427  0.3677  0.4824      -0.1148  0.6964
 3.0  0.2906  0.4639  1.0855      -0.6216  0.7890
 G(q,inf)=0 at q/kF=1.539
 q=kF: wq=0.46040 Ha, M1=0.027478 a.u.
  wq^2=0.21196, 4 wq t=0.55394, wp^2(1-I)=0.31597 Ha^2
  M3/M1=1.08187 Ha^2, M3=0.029728 a.u., RPA M3/M1=1.09568 Ha^2
  sqrt(M3/M1)=1.04013 Ha = 28.303 eV
 f_xc(0,inf)=-1.02055, static f_xc=-3.65389 Ha bohr^3, ratio 0.2793
 exchange only f(0,inf)=-2.04710, static -3.41184 Ha bohr^3
PASS
```
